**Powder spectrum of an axial spin-1/2 centre: edge laws and quadrature errors**

The program computes the absorption \(S(B)=\int_0^1 a(u)f(B-B(u))\,du\), where \(u\) is the cosine of the angle between field and centre axis, \(B(u)\) the resonance field, \(a(u)\) the field-swept intensity and \(f\) a Gaussian of standard deviation \(\sigma\). It asserts the resonance condition and the intensity against diagonalized spin matrices, for a weakly and a strongly anisotropic centre. It also asserts that the orientation sum agrees with a separate convolution of the singular field density; the largest relative difference printed is \(3.5\times10^{-12}\). Further assertions cover the broadened step, the parabolic-cylinder profile at the singular edge, and the positions of the two derivative-spectrum features. The interior ripple and the endpoint errors of the midpoint rules in \(u\) and \(\theta\) are measured and compared with their formulas. The output shows \(N^{-2}\) convergence of both midpoint rules at the step and much faster convergence at the singular edge. A folded Gauss–Legendre rule with 54 orientations reproduces the whole example pattern to \(7.7\times10^{-9}\) of the step height. When \(\sigma\) is reduced fourfold, the number of Gauss orientations needed for a relative error of \(10^{-6}\) roughly doubles at the edges and quadruples in the middle.

## Program and output

```python
"""Powder spin-resonance absorption of an axial spin-1/2 centre.

Result under test:  S(B) = integral_0^1 a(u) f(B - B(u)) du,  u = cos(theta),
has a broadened step at B_par and a broadened inverse-square-root singularity
at B_perp; orientation sums converge to it at rates set by the field spacing
of neighbouring orientations and by the endpoint behaviour of the rule.
  theta : angle between the static field and the centre axis
  B(u)  : resonance field (mT) at fixed microwave frequency
  a(u)  : field-swept intensity, normalized to a(0) = 1
  f     : normalized Gaussian in field, standard deviation sigma (mT)
A centre is the pair (g_par, g_perp) with g_par > g_perp.
"""
import numpy as np
import mpmath as mp
from scipy.constants import h, physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

MU_B = physical_constants["Bohr magneton"][0]
FREQ = 9.5e9
CENTRE = (2.002, 2.000)
SIGMA = 0.01


def g_value(u, centre):
    g_par, g_perp = centre
    return np.sqrt(g_perp**2 + (g_par**2 - g_perp**2) * u**2)


def res_field(u, centre):
    return 1e3 * h * FREQ / (MU_B * g_value(u, centre))


def intensity(g, centre):
    g_par, g_perp = centre
    return (g_perp / g) * (1 + (g_par / g)**2) / (1 + (g_par / g_perp)**2)


def line(x, sigma, order=0):
    """Gaussian line or its first or second field derivative."""
    f = np.exp(-0.5 * (x / sigma)**2) / (sigma * np.sqrt(2 * np.pi))
    if order == 1:
        return -x / sigma**2 * f
    if order == 2:
        return (x**2 / sigma**4 - 1 / sigma**2) * f
    return f


def rule_u(n):
    return (np.arange(n) + 0.5) / n, np.full(n, 1.0 / n)


def rule_theta(n):
    theta = (np.arange(n) + 0.5) * np.pi / (2 * n)
    return np.cos(theta), np.sin(theta) * np.pi / (2 * n)


def rule_gauss(n):
    """Gauss-Legendre on (-1,1) with 2n nodes, folded by inversion."""
    x, w = np.polynomial.legendre.leggauss(2 * n)
    return x[n:], w[n:]


def spectrum(fields, rule, sigma, centre=CENTRE, order=0):
    u, w = rule
    x = np.atleast_1d(fields)[:, None] - res_field(u, centre)[None, :]
    return line(x, sigma, order) @ (w * intensity(g_value(u, centre), centre))


def density_spectrum(field, sigma, centre):
    """Convolution of the unbroadened singular field density with the line."""
    b_par, b_perp = res_field(1.0, centre), res_field(0.0, centre)
    inv = 1 / b_par**2 - 1 / b_perp**2

    def smooth(x):
        b = b_par + x
        dens = b_perp / (b * b * np.sqrt(inv * (b_perp + b)))
        g = centre[1] * b_perp / b
        return dens * intensity(g, centre) * line(field - b, sigma)

    return quad(smooth, 0, b_perp - b_par, weight="alg", wvar=(0, -0.5),
                limit=400, epsabs=1e-10, epsrel=1e-10)[0]


# Resonance condition and intensity from diagonalized spin matrices
SPIN = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]], dtype=complex)


def diagonalized(u, centre):
    s = np.sqrt(1 - u * u)
    g = np.array([centre[1], centre[1], centre[0]])
    b_res = 1e-3 * res_field(u, centre)

    def operator(direction):
        return np.tensordot(g * np.array(direction), SPIN, axes=1)

    def splitting(b):
        e = np.linalg.eigvalsh(b * operator([s, 0, u]))
        return e[1] - e[0]

    vec = np.linalg.eigh(b_res * operator([s, 0, u]))[1]
    moment = np.mean([abs(vec[:, 1].conj() @ operator(d) @ vec[:, 0])**2
                      for d in ([u, 0, -s], [0, 1, 0])])
    slope = (splitting(1.001 * b_res) - splitting(0.999 * b_res)) \
        / (0.002 * b_res)
    return MU_B * splitting(b_res) / h, moment, moment / slope


STRONG = (2.4, 2.05)
for centre in (CENTRE, STRONG):
    ref_int = diagonalized(0.0, centre)[2]
    for u in (0.0, 0.35, 0.8, 1.0):
        freq, moment, swept = diagonalized(u, centre)
        g = g_value(u, centre)
        assert abs(freq / FREQ - 1) < 1e-10
        assert abs(moment / (centre[1]**2 * (1 + (centre[0] / g)**2) / 8)
                   - 1) < 1e-10
        assert abs(swept / ref_int / intensity(g, centre) - 1) < 1e-9

# Orientation sum against convolution of the singular density
FINE = rule_gauss(400)
worst_roads = 0.0
for centre in (CENTRE, STRONG):
    lo, hi = res_field(1.0, centre), res_field(0.0, centre)
    sig = SIGMA if centre is CENTRE else (hi - lo) / 30
    for b in (lo - sig, lo, lo + sig, 0.5 * (lo + hi), hi - sig, hi, hi + sig):
        direct = spectrum(b, FINE, sig, centre)[0]
        worst_roads = max(worst_roads,
                          abs(density_spectrum(b, sig, centre) / direct - 1))
assert worst_roads < 1e-7

# Edge quantities of the worked example
g_par, g_perp = CENTRE
B_PAR, B_PERP = res_field(1.0, CENTRE), res_field(0.0, CENTRE)
WIDTH = B_PERP - B_PAR
delta = g_par**2 - g_perp**2
slope_par = -B_PAR * delta / g_par**2
kappa = B_PERP * delta / (2 * g_perp**2)
a_par = intensity(g_par, CENTRE)
step = a_par / abs(slope_par)

# Step edge: half height plus a correction linear in sigma
for sig, tol in ((SIGMA, 0.05), (SIGMA / 2, 0.025)):
    excess = spectrum(B_PAR, FINE, sig)[0] / (step / 2) - 1
    predicted = 2 * sig / (np.sqrt(2 * np.pi) * abs(slope_par))
    assert abs(excess / predicted - 1) < tol


# Singular edge: parabolic-cylinder shape
def singular_law(z, sig):
    return float(mp.exp(-z * z / 4) * mp.pcfd(-0.5, z)) \
        / (2 * np.sqrt(2 * kappa * sig))


for sig in (SIGMA, SIGMA / 4):
    for z in (-1.0, 0.0, 1.0):
        value = spectrum(B_PERP + z * sig, FINE, sig)[0]
        assert abs(value / singular_law(z, sig) - 1) < 2e-3

# Features of the derivative spectrum
peak = brentq(lambda b: spectrum(b, FINE, SIGMA, order=1)[0],
              B_PERP - 2 * SIGMA, B_PERP, xtol=1e-11)
z_peak = brentq(lambda z: float(mp.pcfd(0.5, z)), -1.5, -0.2)
assert abs((peak - B_PERP) / SIGMA - z_peak) < 0.005
dmax = brentq(lambda b: spectrum(b, FINE, SIGMA, order=2)[0],
              B_PAR - SIGMA / 2, B_PAR + SIGMA / 2, xtol=1e-11)
dmax_law = SIGMA**2 / abs(slope_par)
assert abs((dmax - B_PAR) / dmax_law - 1) < 0.10

# Interior ripple of the midpoint rule in u, for a narrow line
narrow, u_mid = 0.002, 0.7
n_ripple = int(round(2 * kappa * u_mid / (2 * narrow)))
u_loc = np.linspace(0.65, 0.75, 1001)
b_loc = res_field(u_loc, CENTRE)
spacing = b_loc * delta * u_loc / g_value(u_loc, CENTRE)**2 / n_ripple
s_loc = spectrum(b_loc, FINE, narrow)
ripple = np.abs(spectrum(b_loc, rule_u(n_ripple), narrow) / s_loc - 1)
envelope = 2 * np.exp(-2 * np.pi**2 * narrow**2 / spacing**2)
ripple_ratio = np.max(ripple / envelope)
assert abs(ripple_ratio - 1) < 0.03

# Algebraic endpoint errors at the step edge
n_tail = 400
b_tail = B_PAR + SIGMA
err_u = (spectrum(b_tail, rule_u(n_tail), SIGMA)
         - spectrum(b_tail, FINE, SIGMA))[0]
law_u = slope_par * a_par * line(SIGMA, SIGMA, 1) / (24 * n_tail**2)
assert abs(err_u / law_u - 1) < 0.01
err_t = (spectrum(B_PAR, rule_theta(n_tail), SIGMA)
         - spectrum(B_PAR, FINE, SIGMA))[0]
law_t = (np.pi / (2 * n_tail))**2 * a_par * line(0.0, SIGMA) / 24
assert abs(err_t / law_t - 1) < 0.01

# Sampling rule for the folded Gauss rule over the whole pattern
n_rule = int(np.ceil(np.pi * WIDTH / (2 * SIGMA)))
grid = np.linspace(B_PAR - 5 * SIGMA, B_PERP + 5 * SIGMA, 1001)
s_grid = spectrum(grid, FINE, SIGMA)
err_rule, err_half = [
    np.max(np.abs(spectrum(grid, rule_gauss(n), SIGMA) - s_grid)) / step
    for n in (n_rule, n_rule // 2)]
assert err_rule < 1e-6 and err_half > 1e-3

# Largest relative error in a window of +-2 sigma about three fields
PLACES = {"step": B_PAR, "middle": 0.5 * (B_PAR + B_PERP),
          "singular": B_PERP}


def window(place, sig):
    fields = PLACES[place] + sig * np.linspace(-2, 2, 41)
    return fields, spectrum(fields, FINE, sig)


def window_error(win, rule, sig):
    fields, ref = win
    return np.max(np.abs(spectrum(fields, rule, sig) - ref)) / np.max(ref)


# Orientations needed by the Gauss rule for 1e-6, at two linewidths
TOP = 230
gauss_rules = {n: rule_gauss(n) for n in range(4, TOP + 1)}
needed = {}
for place in PLACES:
    for sig in (SIGMA, SIGMA / 4):
        win = window(place, sig)
        failing = [n for n, r in gauss_rules.items()
                   if window_error(win, r, sig) > 1e-6]
        needed[place, sig] = max(failing) + 1
        assert needed[place, sig] <= TOP
    ratio = needed[place, SIGMA / 4] / needed[place, SIGMA]
    low, high = (3.5, 4.3) if place == "middle" else (1.7, 2.4)
    assert low < ratio < high, (place, ratio)

print(f"g_par, g_perp: {g_par:.4f}, {g_perp:.4f}")
print(f"microwave frequency: {FREQ / 1e9:.2f} GHz")
print(f"Gaussian standard deviation sigma: {SIGMA:.4f} mT")
print(f"B_par (step edge): {B_PAR:.4f} mT")
print(f"B_perp (singular edge): {B_PERP:.4f} mT")
print(f"pattern width W: {WIDTH:.5f} mT;  W/sigma: {WIDTH / SIGMA:.2f}")
print(f"dB/du at u=1: {slope_par:.5f} mT;  kappa: {kappa:.5f} mT")
print(f"intensity a(1): {a_par:.5f};  step height H: {step:.5f} 1/mT")
print(f"S(B_par): {spectrum(B_PAR, FINE, SIGMA)[0]:.5f} 1/mT")
print(f"S(middle): {spectrum(PLACES['middle'], FINE, SIGMA)[0]:.5f} 1/mT")
print(f"S(B_perp): {spectrum(B_PERP, FINE, SIGMA)[0]:.5f} 1/mT;"
      f"  edge law: {singular_law(0.0, SIGMA):.5f} 1/mT")
print(f"peak S: {spectrum(peak, FINE, SIGMA)[0]:.5f} 1/mT"
      f" at B = {peak:.5f} mT")
print(f"(peak - B_perp)/sigma: {(peak - B_PERP) / SIGMA:.5f};"
      f"  zero of D_1/2: {z_peak:.5f}")
print(f"g read at derivative zero crossing: "
      f"{1e3 * h * FREQ / (MU_B * peak):.6f}")
print(f"derivative maximum minus B_par: {dmax - B_PAR:.3e} mT;"
      f"  law: {dmax_law:.3e} mT")
print(f"largest relative difference, two integration roads: {worst_roads:.1e}")
print(f"ripple test: sigma {narrow:.4f} mT, N = {n_ripple},"
      f" u from {u_loc[0]:.2f} to {u_loc[-1]:.2f}")
print(f"largest measured ripple / predicted envelope: {ripple_ratio:.4f}")
for r in (1, 2, 3):
    print(f"predicted ripple at spacing {r} sigma: "
          f"{2 * np.exp(-2 * np.pi**2 / r**2):.2e}")
print(f"u rule, N={n_tail}, B_par+sigma: error {err_u:.4e},"
      f" law {law_u:.4e} 1/mT")
print(f"theta rule, N={n_tail}, B_par: error {err_t:.4e},"
      f" law {law_t:.4e} 1/mT")
print("largest relative error within 2 sigma: u / theta / Gauss rule")
for place in PLACES:
    win = window(place, SIGMA)
    for n in (8, 16, 32, 64, 128):
        errs = [window_error(win, r(n), SIGMA)
                for r in (rule_u, rule_theta, rule_gauss)]
        print(f"  {place}, N={n}: " + " / ".join(f"{e:.1e}" for e in errs))
print(f"Gauss sampling rule n = {n_rule}: largest error/H {err_rule:.1e}")
print(f"half as many, n = {n_rule // 2}: largest error/H {err_half:.1e}")
for place in PLACES:
    print(f"Gauss n for 1e-6, {place}: {needed[place, SIGMA]} at sigma,"
          f" {needed[place, SIGMA / 4]} at sigma/4")
print("all good")
```

Running it gives:

```
g_par, g_perp: 2.0020, 2.0000
microwave frequency: 9.50 GHz
Gaussian standard deviation sigma: 0.0100 mT
B_par (step edge): 339.0377 mT
B_perp (singular edge): 339.3767 mT
pattern width W: 0.33904 mT;  W/sigma: 33.90
dB/du at u=1: -0.67706 mT;  kappa: 0.33955 mT
intensity a(1): 0.99800;  step height H: 1.47402 1/mT
S(B_par): 0.74593 1/mT
S(middle): 2.08707 1/mT
S(B_perp): 7.37973 1/mT;  edge law: 7.37971 1/mT
peak S: 8.76207 1/mT at B = 339.36909 mT
(peak - B_perp)/sigma: -0.76496;  zero of D_1/2: -0.76495
g read at derivative zero crossing: 2.000045
derivative maximum minus B_par: 1.562e-04 mT;  law: 1.477e-04 mT
largest relative difference, two integration roads: 3.5e-12
ripple test: sigma 0.0020 mT, N = 119, u from 0.65 to 0.75
largest measured ripple / predicted envelope: 1.0040
predicted ripple at spacing 1 sigma: 5.35e-09
predicted ripple at spacing 2 sigma: 1.44e-02
predicted ripple at spacing 3 sigma: 2.23e-01
u rule, N=400, B_par+sigma: error 4.2652e-04, law 4.2578e-04 1/mT
theta rule, N=400, B_par: error 2.5583e-05, law 2.5583e-05 1/mT
largest relative error within 2 sigma: u / theta / Gauss rule
  step, N=8: 8.5e-01 / 1.9e-01 / 2.8e-01
  step, N=16: 6.7e-01 / 1.0e-02 / 6.1e-03
  step, N=32: 7.8e-02 / 2.7e-03 / 1.3e-07
  step, N=64: 1.2e-02 / 6.7e-04 / 3.2e-13
  step, N=128: 2.8e-03 / 1.7e-04 / 7.1e-13
  middle, N=8: 1.3e+00 / 9.2e-01 / 1.2e+00
  middle, N=16: 2.4e-01 / 3.3e-01 / 3.1e-01
  middle, N=32: 7.6e-04 / 1.6e-03 / 1.5e-03
  middle, N=64: 1.5e-12 / 5.0e-12 / 3.8e-12
  middle, N=128: 6.2e-13 / 1.6e-12 / 9.6e-13
  singular, N=8: 3.1e-02 / 1.4e-01 / 1.1e-01
  singular, N=16: 2.7e-05 / 2.6e-03 / 2.7e-03
  singular, N=32: 8.0e-13 / 9.2e-08 / 9.6e-08
  singular, N=64: 9.5e-13 / 5.6e-13 / 5.6e-13
  singular, N=128: 4.4e-13 / 9.6e-13 / 9.2e-13
Gauss sampling rule n = 54: largest error/H 7.7e-09
half as many, n = 27: largest error/H 1.7e-02
Gauss n for 1e-6, step: 30 at sigma, 64 at sigma/4
Gauss n for 1e-6, middle: 46 at sigma, 183 at sigma/4
Gauss n for 1e-6, singular: 29 at sigma, 62 at sigma/4
all good
```
